**P–R separation of an unresolved parallel band, with CO2 as the example**

The program examines the result $\Delta=\sqrt{8BkT/(hc)}$ for the separation of the P and R maxima of a linear molecule, where $B$ is the rotational constant in cm$^{-1}$ and $T$ the temperature. It obtains $B$ of CO2 from a frozen-core MP2/cc-pVTZ bond length and sums the band line by line, with even $J$ and a Gaussian instrument profile of standard deviation $\sigma$. It asserts the orientation-summed line strengths by quadrature and the finite-temperature form $\sqrt{B^2+8BkT/(hc)}$ by numerical maximization at 5 K. It also asserts the width correction $4\sigma^2$ in the squared separation, and that missing odd levels and the frequency factor leave the separation nearly unchanged. For an upper constant 1 % smaller, it asserts the predicted height ratio and a change of separation below 1 %. At 300 K the simple formula gives 25.354 cm$^{-1}$ and the smoothed spectrum 25.584 cm$^{-1}$. The inferred temperature is 305.5 K without the width correction and 300.1 K with it. The spectrum is simulated and omits hot bands, centrifugal distortion and saturation.

## Verification by program

```python
"""
Result under test: the P and R maxima of an unresolved parallel band of a
linear molecule are separated by  Delta = sqrt(8 B k T / (h c)).
  B      rotational constant (cm^-1);  T  temperature (K)
  J      rotational quantum number of the lower state
  m      J+1 for R lines, -J for P lines
  beta   h c B / (k T);  sigma  standard deviation of the instrument profile
The separation is measured on spectra summed line by line for CO2, whose B
comes from a frozen-core MP2/cc-pVTZ bond length. Spectral positions are in
cm^-1 relative to the band centre.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import lpmv
from pyscf import gto, scf, mp


def thermal_wavenumber(temperature):
    """k T / (h c) in cm^-1."""
    return const.k * temperature / (const.h * const.c * 100.0)


def simple_separation(b, temperature):
    return math.sqrt(8.0 * b * thermal_wavenumber(temperature))


# ---------- bond length and rotational constant of CO2 ----------
def mp2_energy(bond):
    mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, bond)],
                      ["O", (0, 0, -bond)]],
                unit="Bohr", basis="cc-pvtz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    correlated = mp.MP2(mf, frozen=3)
    correlated.kernel()
    return correlated.e_tot


scan_centre = 2.21
offsets = np.array([-0.06, -0.03, 0.0, 0.03, 0.06])
energies = np.array([mp2_energy(scan_centre + d) for d in offsets])
energies -= energies.min()
stationary = np.roots(np.polyder(np.polyfit(offsets, energies, 4)))
inside = [z.real for z in stationary
          if abs(z.imag) < 1e-9 and abs(z.real) < 0.06]
assert len(inside) == 1
bond_length = scan_centre + inside[0]
# a parabola through the three inner points must give nearly the same minimum
parabola = np.polyfit(offsets[1:4], energies[1:4], 2)
bond_parabola = scan_centre - parabola[1] / (2 * parabola[0])
assert abs(bond_parabola - bond_length) < 0.003

oxygen_mass_u = 15.9949146
oxygen_mass = oxygen_mass_u * const.atomic_mass / const.m_e
hartree_in_cm = const.value("hartree-inverse meter relationship") / 100.0
B = hartree_in_cm / (4.0 * oxygen_mass * bond_length**2)
# the same constant from the moment of inertia in SI units
bohr = const.value("Bohr radius")
inertia = 2 * oxygen_mass_u * const.atomic_mass * (bond_length * bohr)**2
B_si = const.h / (8 * math.pi**2 * const.c * inertia) / 100.0
assert abs(B_si / B - 1) < 1e-7


# ---------- orientation-summed line strengths by quadrature ----------
nodes, weights = np.polynomial.legendre.leggauss(40)


def polar_function(j, order):
    norm = math.sqrt((2 * j + 1) / 2 * math.factorial(j - order)
                     / math.factorial(j + order))
    return norm * lpmv(order, j, nodes)


def summed_strength(j_low, j_up):
    total = 0.0
    for order in range(min(j_low, j_up) + 1):
        element = np.sum(weights * nodes * polar_function(j_low, order)
                         * polar_function(j_up, order))
        total += (1 if order == 0 else 2) * element**2
    return 3.0 * total          # three equivalent directions of the field


for j in range(1, 8):
    assert abs(summed_strength(j, j + 1) - (j + 1)) < 1e-9
    assert abs(summed_strength(j, j - 1) - j) < 1e-9
    assert abs(summed_strength(j, j)) < 1e-12


# ---------- finite-beta formula, tested where the correction is visible ----
def continuous_separation(b, temperature):
    """Maximize the strengths of both branches with J taken as continuous."""
    beta_here = b / thermal_wavenumber(temperature)
    r = minimize_scalar(
        lambda j: -(math.log(j + 1) - beta_here * j * (j + 1)),
        bounds=(0.0, 60.0), method="bounded", options={"xatol": 1e-9})
    p = minimize_scalar(
        lambda j: -(math.log(j) - beta_here * j * (j + 1)),
        bounds=(0.01, 60.0), method="bounded", options={"xatol": 1e-9})
    return 2 * b * (r.x + 1) + 2 * b * p.x


cold = 5.0
cold_numeric = continuous_separation(B, cold)
cold_formula = math.sqrt(B**2 + simple_separation(B, cold)**2)
assert abs(cold_numeric / cold_formula - 1) < 1e-5
assert abs(cold_numeric / simple_separation(B, cold) - 1) > 1e-3


# ---------- spectrum summed line by line ----------
def band_maxima(temperature, b_low, b_up, sigma, step=2, centre=None):
    """Positions and heights of the P and R maxima of the smoothed band.
    step=2 keeps even J only; centre adds the frequency factor."""
    j = np.arange(0, 201, step)
    boltzmann = np.exp(-b_low * j * (j + 1) / thermal_wavenumber(temperature))
    r_pos = b_up * (j + 1) * (j + 2) - b_low * j * (j + 1)
    p_pos = b_up * (j - 1) * j - b_low * j * (j + 1)
    position = np.concatenate([r_pos, p_pos])
    strength = np.concatenate([(j + 1) * boltzmann, j * boltzmann])
    if centre is not None:
        strength = strength * (centre + position) / centre

    def signal(x):
        return np.sum(strength * np.exp(-(x - position)**2 / (2 * sigma**2)))

    found = []
    for sign in (-1, 1):
        grid = sign * np.arange(0.0, 60.0, 0.1)
        best = grid[int(np.argmax([signal(x) for x in grid]))]
        fine = minimize_scalar(lambda x: -signal(x),
                               bounds=(best - 0.2, best + 0.2),
                               method="bounded", options={"xatol": 1e-8})
        found += [fine.x, -fine.fun]
    return found                # x_P, height_P, x_R, height_R


def separation(*args, **kwargs):
    x_p, _, x_r, _ = band_maxima(*args, **kwargs)
    return x_r - x_p


T = 300.0
fwhm = 4.0
sigma = fwhm / (2 * math.sqrt(2 * math.log(2)))
kT = thermal_wavenumber(T)
beta = B / kT
x_P, h_P, x_R, h_R = band_maxima(T, B, B, sigma)
observed = x_R - x_P
ideal = simple_separation(B, T)

# width correction: observed^2 = ideal^2 + 4 sigma^2, for two widths
for width in (sigma, 1.5 * sigma):
    excess = separation(T, B, B, width)**2 - ideal**2
    assert abs(excess / (4 * width**2) - 1) < 0.05

# the missing odd levels do not move the maxima
all_levels = separation(T, B, B, sigma, step=1)
assert abs(all_levels / observed - 1) < 1e-4

# the frequency factor does not matter (rough band centre of CO2)
rough_centre = 2350.0
with_factor = separation(T, B, B, sigma, centre=rough_centre)
assert abs(with_factor / observed - 1) < 1e-3

# upper constant one per cent smaller: heights change, separation hardly
B_up = 0.99 * B
xp2, hp2, xr2, hr2 = band_maxima(T, B, B_up, sigma)
unequal = xr2 - xp2
delta = (B_up - B) / (B_up + B)
u_peak = 1 / math.sqrt(2 * beta)
log_ratio_formula = -4 * delta * u_peak + 2 * beta * u_peak
assert abs(math.log(hr2 / hp2) - log_ratio_formula) < 0.03
assert abs(unequal / observed - 1) < 0.01


# ---------- inference of T, B and the bond length ----------
def infer_temperature(sep, b, width=0.0):
    return (sep**2 - 4 * width**2) / (8 * b) / thermal_wavenumber(1.0)


def infer_constant(sep, temperature, width=0.0):
    return (sep**2 - 4 * width**2) / (8 * thermal_wavenumber(temperature))


T_raw = infer_temperature(observed, B)
T_corrected = infer_temperature(observed, B, sigma)
B_raw = infer_constant(observed, T)
B_corrected = infer_constant(observed, T, sigma)
bond_inferred = math.sqrt(hartree_in_cm / (4 * oxygen_mass * B_corrected))
assert abs(T_corrected / T - 1) < 0.003
assert abs(B_corrected / B - 1) < 0.003
assert abs(T_corrected - T) < abs(T_raw - T)
misread = 0.5
T_misread = infer_temperature(observed + misread, B, sigma)
assert abs((T_misread - T_corrected) / T_corrected
           / (2 * misread / observed) - 1) < 0.05

even_j = np.arange(0, 101, 2)
population = np.exp(-beta * even_j * (even_j + 1))
strongest_R = even_j[np.argmax((even_j + 1) * population)]
strongest_P = even_j[np.argmax(even_j * population)]

print("CO2, frozen-core MP2/cc-pVTZ")
print(f"C-O bond length                    {bond_length:.4f} bohr")
print(f"oxygen-16 mass                     {oxygen_mass:.1f} m_e")
print(f"hartree as a wavenumber            {hartree_in_cm:.2f} cm^-1")
print(f"rotational constant B              {B:.4f} cm^-1")
print(f"line spacing in a branch, 4B       {4 * B:.3f} cm^-1")
print("Band at the chosen temperature")
print(f"temperature T                      {T:.1f} K")
print(f"kT/(hc)                            {kT:.2f} cm^-1")
print(f"beta = hcB/(kT)                    {beta:.6f}")
print(f"relative correction beta/16        {beta / 16:.2e}")
print(f"simple formula, separation         {ideal:.3f} cm^-1")
print(f"strongest R line, lower J          {strongest_R}")
print(f"strongest P line, lower J          {strongest_P}")
print(f"instrument full width at half max  {fwhm:.2f} cm^-1")
print(f"instrument sigma                   {sigma:.4f} cm^-1")
print(f"P maximum in summed spectrum       {x_P:.3f} cm^-1")
print(f"R maximum in summed spectrum       {x_R:.3f} cm^-1")
print(f"separation in summed spectrum      {observed:.3f} cm^-1")
print(f"R/P height ratio, equal B          {h_R / h_P:.3f}")
print("Inference from the summed spectrum")
print(f"T without width correction         {T_raw:.1f} K")
print(f"T with width correction            {T_corrected:.1f} K")
print(f"B without width correction         {B_raw:.4f} cm^-1")
print(f"B with width correction            {B_corrected:.4f} cm^-1")
print(f"bond length from corrected B       {bond_inferred:.4f} bohr")
print(f"assumed reading error              {misread:.2f} cm^-1")
print(f"T after that reading error         {T_misread:.1f} K")
print("Checks of the assumptions")
print(f"separation with all J present      {all_levels:.3f} cm^-1")
print(f"separation with frequency factor   {with_factor:.3f} cm^-1")
print(f"separation, upper B 1% smaller     {unequal:.3f} cm^-1")
print(f"R/P height ratio, upper B 1% less  {hr2 / hp2:.3f}")
print(f"same ratio from the formula        {math.exp(log_ratio_formula):.3f}")
print(f"at {cold:.0f} K: separation, continuous J  {cold_numeric:.4f} cm^-1")
print(f"at {cold:.0f} K: simple formula            "
      f"{simple_separation(B, cold):.4f} cm^-1")
print(f"at {cold:.0f} K: finite-beta formula       {cold_formula:.4f} cm^-1")
print("Other temperatures")
for other in (200.0, 600.0):
    sep_other = separation(other, B, B, sigma)
    T_other = infer_temperature(sep_other, B, sigma)
    assert abs(T_other / other - 1) < 0.005
    print(f"{other:.0f} K: simple formula              "
          f"{simple_separation(B, other):.3f} cm^-1")
    print(f"{other:.0f} K: summed spectrum             {sep_other:.3f} cm^-1")
    print(f"{other:.0f} K: inferred T, corrected       {T_other:.1f} K")

print("ALL CHECKS PASSED")
```

Printed output:

```
CO2, frozen-core MP2/cc-pVTZ
C-O bond length                    2.2098 bohr
oxygen-16 mass                     29156.9 m_e
hartree as a wavenumber            219474.63 cm^-1
rotational constant B              0.3854 cm^-1
line spacing in a branch, 4B       1.541 cm^-1
Band at the chosen temperature
temperature T                      300.0 K
kT/(hc)                            208.51 cm^-1
beta = hcB/(kT)                    0.001848
relative correction beta/16        1.16e-04
simple formula, separation         25.354 cm^-1
strongest R line, lower J          16
strongest P line, lower J          16
instrument full width at half max  4.00 cm^-1
instrument sigma                   1.6986 cm^-1
P maximum in summed spectrum       -12.603 cm^-1
R maximum in summed spectrum       12.981 cm^-1
separation in summed spectrum      25.584 cm^-1
R/P height ratio, equal B          1.063
Inference from the summed spectrum
T without width correction         305.5 K
T with width correction            300.1 K
B without width correction         0.3924 cm^-1
B with width correction            0.3855 cm^-1
bond length from corrected B       2.2095 bohr
assumed reading error              0.50 cm^-1
T after that reading error         312.1 K
Checks of the assumptions
separation with all J present      25.584 cm^-1
separation with frequency factor   25.585 cm^-1
separation, upper B 1% smaller     25.487 cm^-1
R/P height ratio, upper B 1% less  1.480
same ratio from the formula        1.479
at 5 K: separation, continuous J  3.2958 cm^-1
at 5 K: simple formula            3.2732 cm^-1
at 5 K: finite-beta formula       3.2958 cm^-1
Other temperatures
200 K: simple formula              20.702 cm^-1
200 K: summed spectrum             20.982 cm^-1
200 K: inferred T, corrected       200.1 K
600 K: simple formula              35.856 cm^-1
600 K: summed spectrum             36.019 cm^-1
600 K: inferred T, corrected       600.1 K
ALL CHECKS PASSED
```
